# Entropic Repulsion of Noncrossing Surface Steps from Free Fermions: test program

```python
"""Entropic repulsion of noncrossing thermal steps.

Result under test: relative to a lone step, the free energy per step and
per unit length along the step is
    F_N = pi^2 (kT)^2 / (6 stiffness spacing^2) * (1 - 1/N^2)
for N steps on a ring of width N*spacing, at spacing >> lattice constant.
Symbols: kT thermal energy; stiffness = beta + beta'' of the step line
tension beta(theta); D = kT/stiffness, the mean squared sideways wandering
of a lone step per unit length. Energies in meV, lengths in nm.
The row model has kinks of 0 or +-1 lattice constant per row; steps in it
may neither share a site nor exchange places.
"""
from itertools import combinations, product
from fractions import Fraction
from math import comb
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh

# ---------- model parameters ----------
lattice = 0.4
kink_energy = 100.0
temperature = 900.0
kT = 1000.0 * constants.k * temperature / constants.e
w = np.exp(-kink_energy / kT)
variance = 2 * w / (1 + 2 * w)          # per row, in lattice constants squared
D = variance * lattice
stiffness = kT / D


def repulsion(spacing, number=None):
    """Derived free energy per step length; number=None means many steps."""
    finite = 1.0 if number is None else 1.0 - 1.0 / number**2
    return np.pi**2 * kT**2 / (6 * stiffness * spacing**2) * finite


# ---------- stiffness from the orientation-dependent line tension ----------
def line_tension(theta):
    """Line tension in units kT/lattice, by numerical Legendre transform."""
    slope = np.tan(theta)
    best = minimize_scalar(
        lambda q: np.log(1 + 2 * w * np.cosh(q)) - q * slope)
    return -best.fun * np.cos(theta)


dth = 0.02
curvature = (line_tension(dth) - 2 * line_tension(0.0)
             + line_tension(-dth)) / dth**2
stiffness_numeric = (line_tension(0.0) + curvature) * kT / lattice
assert abs(stiffness_numeric / stiffness - 1) < 2e-3  # finite angle difference

# ---------- Gaussian path weight acts as exp(length * D/2 * d2/dx2) ----------
piece, wave = 2.0, 1.3
sigma = np.sqrt(kT * piece / stiffness)
kernel_value = quad(
    lambda u: np.exp(-stiffness * u**2 / (2 * kT * piece)) * np.cos(wave * u)
    / (sigma * np.sqrt(2 * np.pi)), -12 * sigma, 12 * sigma,
    epsabs=1e-12, limit=200)[0]
assert abs(kernel_value - np.exp(-piece * D * wave**2 / 2)) < 1e-9

# ---------- noncrossing path counts against determinants ----------
start, rows = (0, 2, 4), 8
counts = {start: 1}
for _ in range(rows):
    new_counts = {}
    for place, ways in counts.items():
        for move in product((-1, 1), repeat=3):
            target = tuple(p + m for p, m in zip(place, move))
            if target[0] < target[1] < target[2]:
                new_counts[target] = new_counts.get(target, 0) + ways
    counts = new_counts


def one_path(x0, x1):
    ups = (rows + x1 - x0) // 2
    return comb(rows, ups) if 0 <= ups <= rows else 0


for end, ways in counts.items():
    determinant = sp.Matrix(3, 3, lambda i, j: one_path(start[i], end[j])).det()
    assert int(determinant) == ways
free_count = one_path(0, 0)**3


# ---------- hard-core ring, no fermion signs, against the fermion sum ----------
def hard_core_energy(number, sites):
    """Lowest decay rate in units D/site^2; blocked hops are lost weight."""
    states = list(combinations(range(sites), number))
    index = {s: i for i, s in enumerate(states)}
    hops = np.zeros((len(states), len(states)))
    for s, i in index.items():
        for p in s:
            for d in (-1, 1):
                q = (p + d) % sites
                if q not in s:
                    t = tuple(sorted((set(s) - {p}) | {q}))
                    hops[index[t], i] += 1
    return number - np.linalg.eigvalsh(hops)[-1] / 2


def fermion_energy(number, sites, shift=0.0):
    j = np.arange(number) - (number - 1) / 2 + shift
    return np.sum(1 - np.cos(2 * np.pi * j / sites))


ring_results = []
for number, sites in ((3, 13), (4, 12)):
    direct = hard_core_energy(number, sites)
    fermion = fermion_energy(number, sites)
    assert abs(direct - fermion) < 1e-10
    ring_results.append((number, sites, direct, fermion))
wrong_boundary = fermion_energy(4, 12, shift=0.5)
assert abs(wrong_boundary - ring_results[1][2]) > 0.01

for number in range(1, 12):
    total = sum((Fraction(2 * j - number + 1, 2))**2 for j in range(number))
    assert total == Fraction(number * (number**2 - 1), 12)


# ---------- kinked steps: transfer matrix in the terrace widths ----------
def row_model(number, sites):
    """Free energy per step length relative to a lone step, in meV/nm.
    The leading eigenvector is positive, hence translation invariant, so
    the terrace widths alone are a sufficient basis."""
    cuts = np.array(list(combinations(range(1, sites), number - 1)))
    size = len(cuts)
    powers = sites ** np.arange(number - 1)
    lookup = np.full(sites ** (number - 1), -1)
    lookup[cuts @ powers] = np.arange(size)
    edges = np.hstack([np.zeros((size, 1), int), cuts,
                       np.full((size, 1), sites)])
    widths = np.diff(edges, axis=1)
    row_list, col_list, val_list = [], [], []
    for move in product((-1, 0, 1), repeat=number):
        move = np.array(move)
        changed = widths + np.roll(move, -1) - move
        allowed = np.flatnonzero(np.all(changed >= 1, axis=1))
        new_cuts = np.cumsum(changed[allowed], axis=1)[:, :-1]
        weight = w ** np.sum(np.abs(move)) / (1 + 2 * w) ** number
        row_list.append(lookup[new_cuts @ powers])
        col_list.append(allowed)
        val_list.append(np.full(len(allowed), weight))
    matrix = coo_matrix((np.concatenate(val_list),
                         (np.concatenate(row_list), np.concatenate(col_list))),
                        shape=(size, size)).tocsr()
    if size < 1000:
        top = np.linalg.eigvalsh(matrix.toarray())[-1]
    else:
        top = eigsh(matrix, k=1, which='LA', v0=np.ones(size),
                    return_eigenvectors=False)[0]
    return -kT * np.log(top) / (number * lattice)


few_steps = []
for number in (2, 3, 4):
    direct = row_model(number, 10 * number)
    formula = repulsion(10 * lattice, number)
    assert abs(direct / formula - 1) < 0.03   # contact correction of order a/l
    few_steps.append((number, direct, formula))

series = []
for sites_apart in (10, 20, 40, 80, 160):
    spacing = sites_apart * lattice
    direct = row_model(2, 2 * sites_apart)
    series.append((spacing, direct, direct / repulsion(spacing, 2)))
exponent = np.log(series[-1][1] / series[-2][1]) / np.log(2)
limit_ratio = 2 * series[-1][2] - series[-2][2]   # removes the a/l correction
assert abs(exponent + 2) < 0.005
assert abs(limit_ratio - 1) < 1e-4

far = 160 * lattice
force_direct = (row_model(2, 318) - row_model(2, 322)) / (2 * lattice)
force_formula = 2 * repulsion(far, 2) / far
assert abs(force_direct / force_formula - 1) < 0.01  # contact correction

# ---------- output ----------
print(f"lattice constant = {lattice:.1f} nm")
print(f"kink energy = {kink_energy:.0f} meV")
print(f"temperature = {temperature:.0f} K")
print(f"kT = {kT:.3f} meV")
print(f"kink weight w = {w:.4f}")
print(f"mean squared kink per row = {variance:.4f} lattice constants^2")
print(f"wandering D = {D:.5f} nm")
print(f"stiffness kT/D = {stiffness:.2f} meV/nm")
print(f"stiffness from beta+beta'' = {stiffness_numeric:.2f} meV/nm")
print(f"paths, 3 walkers, {rows} rows, back to start:")
print(f"  noncrossing = {counts[start]}, unrestricted = {free_count}")
print("hard-core ring, lowest rate in D/site^2:")
for number, sites, direct, fermion in ring_results:
    print(f"  N={number}, {sites} sites: direct {direct:.8f},"
          f" fermion {fermion:.8f}")
print(f"  N=4 with wrong boundary sign: {wrong_boundary:.8f}")
print("many steps, continuum formula:")
for spacing in (2.0, 4.0, 8.0, 16.0):
    F = repulsion(spacing)
    print(f"  spacing {spacing:.0f} nm: collision length"
          f" {spacing**2 / D:.1f} nm")
    print(f"    F per step length = {F:.5f} meV/nm")
    print(f"    F per area = {F / spacing:.6f} meV/nm^2")
    print(f"    force per step length = {2 * F / spacing:.6f} meV/nm^2")
print("row model at spacing 4 nm, F in meV/nm:")
for number, direct, formula in few_steps:
    print(f"  N={number}: direct {direct:.5f}, formula {formula:.5f},"
          f" ratio {direct / formula:.4f}")
print("two steps, row model:")
for spacing, direct, ratio in series:
    print(f"  spacing {spacing:.0f} nm: F = {direct:.4e} meV/nm,"
          f" ratio to formula {ratio:.5f}")
print(f"exponent from last two spacings = {exponent:.4f}")
print(f"extrapolated ratio at large spacing = {limit_ratio:.6f}")
print(f"force at {far:.0f} nm, two steps, in meV/nm^2:")
print(f"  direct {force_direct:.4e}, formula {force_formula:.4e}")
print("all assertions hold")
```

Printed output:

```
lattice constant = 0.4 nm
kink energy = 100 meV
temperature = 900 K
kT = 77.556 meV
kink weight w = 0.2754
mean squared kink per row = 0.3552 lattice constants^2
wandering D = 0.14208 nm
stiffness kT/D = 545.86 meV/nm
stiffness from beta+beta'' = 545.90 meV/nm
paths, 3 walkers, 8 rows, back to start:
  noncrossing = 24696, unrestricted = 343000
hard-core ring, lowest rate in D/site^2:
  N=3, 13 sites: direct 0.22908795, fermion 0.22908795
  N=4, 12 sites: direct 0.65393479, fermion 0.65393479
  N=4 with wrong boundary sign: 0.76794919
many steps, continuum formula:
  spacing 2 nm: collision length 28.2 nm
    F per step length = 4.53149 meV/nm
    F per area = 2.265746 meV/nm^2
    force per step length = 4.531492 meV/nm^2
  spacing 4 nm: collision length 112.6 nm
    F per step length = 1.13287 meV/nm
    F per area = 0.283218 meV/nm^2
    force per step length = 0.566436 meV/nm^2
  spacing 8 nm: collision length 450.4 nm
    F per step length = 0.28322 meV/nm
    F per area = 0.035402 meV/nm^2
    force per step length = 0.070805 meV/nm^2
  spacing 16 nm: collision length 1801.8 nm
    F per step length = 0.07080 meV/nm
    F per area = 0.004425 meV/nm^2
    force per step length = 0.008851 meV/nm^2
row model at spacing 4 nm, F in meV/nm:
  N=2: direct 0.83328, formula 0.84965, ratio 0.9807
  N=3: direct 0.98767, formula 1.00700, ratio 0.9808
  N=4: direct 1.04171, formula 1.06207, ratio 0.9808
two steps, row model:
  spacing 4 nm: F = 8.3328e-01 meV/nm, ratio to formula 0.98073
  spacing 8 nm: F = 2.1034e-01 meV/nm, ratio to formula 0.99026
  spacing 16 nm: F = 5.2843e-02 meV/nm, ratio to formula 0.99510
  spacing 32 nm: F = 1.3243e-02 meV/nm, ratio to formula 0.99754
  spacing 64 nm: F = 3.3149e-03 meV/nm, ratio to formula 0.99877
exponent from last two spacings = -1.9982
extrapolated ratio at large spacing = 0.999997
force at 64 nm, two steps, in meV/nm^2:
  direct 1.0353e-04, formula 1.0372e-04
all assertions hold
```
